# Fermi integrals as polylogarithms, their reflection identities and the Sommerfeld series, part 2

When does the Sommerfeld series for carrier densities terminate? With \(x\) the energy from the band edge divided by \(k_BT\), and \(\eta=\mu/k_BT\), the Fermi integral of order \(j>-1\) is

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .
\tag{1}
\]

Polylogarithm and dilute forms:

\[
F_j(\eta)=-\mathrm{Li}_{j+1}(-e^\eta)\qquad\text{for all real }\eta,\ j>-1 .
\tag{5}
\]

\[
F_j(\eta)=\sum_{n=1}^\infty(-1)^{n+1}\frac{e^{n\eta}}{n^{j+1}} .
\tag{6}
\]

\[
e^\eta-\frac{e^{2\eta}}{2^{j+1}}<F_j(\eta)<e^\eta\qquad(\eta<0).
\tag{7}
\]

Let \(D(s)=\sum_{n\ge1}(-1)^{n+1}/n^s\) for \(s>0\), \(D(0)=\tfrac12\); \(D(2)=\pi^2/12\), \(D(4)=7\pi^4/720\). Then

\[
\int_0^\infty\frac{t^m}{e^t+1}dt=\sum_{n=1}^\infty(-1)^{n+1}\frac{m!}{n^{m+1}}=m!\,D(m+1).
\tag{10}
\]

For integer \(j\ge0\),

\[
j!\,F_j(\eta)=\frac{\eta^{j+1}}{j+1}+\int_0^\infty\frac{(\eta+t)^j-(\eta-t)^j}{e^t+1}dt+(-1)^jj!\,F_j(-\eta).
\tag{9}
\]

\[
F_j(\eta)-(-1)^jF_j(-\eta)=\sum_{k=0}^{\lfloor(j+1)/2\rfloor}\frac{2D(2k)}{(j+1-2k)!}\,\eta^{j+1-2k} .
\tag{11}
\]

In Hartree atomic units, a three-dimensional parabolic band of mass \(m\) has electron density

\[
n=\frac{(2mk_BT)^{3/2}}{2\pi^2}\,\frac{\sqrt\pi}{2}\,F_{1/2}(\eta)
=2\left(\frac{mk_BT}{2\pi}\right)^{3/2}F_{1/2}(\eta).
\tag{2}
\]

A two-dimensional cone (energies \(\pm vq\), degeneracy \(g\)) has hole density \(p\) and total \(n+p\):

\[
p=\frac{g}{2\pi}\left(\frac{k_BT}{v}\right)^2F_1(-\eta).
\tag{3}
\]

\[
n+p=\frac{g}{2\pi}\left(\frac{k_BT}{v}\right)^2\left(\frac{\eta^2}{2}+\frac{\pi^2}{6}\right)
=\frac{g}{4\pi v^2}\left[\mu^2+\frac{\pi^2}{3}(k_BT)^2\right].
\tag{13}
\]

The example uses \(k_BT=0.001\), \(\mu=0.005\), \(v=0.5\), \(g=4\), \(m=0.5\).

The claim being proved, for fixed \(j>-1\) and \(K\ge0\) as \(\eta\to+\infty\), is

\[
F_j(\eta)=\sum_{k=0}^{K}T_k+O(\eta^{\,j-1-2K}),\qquad
T_k=\frac{2D(2k)}{\Gamma(j+2-2k)}\,\eta^{j+1-2k}.
\tag{14}
\]

Here \(1/\Gamma\) is zero at the poles of \(\Gamma\). The proof starts from the exact splitting

\[
\Gamma(j+1)F_j(\eta)=\frac{\eta^{j+1}}{j+1}+\int_0^\infty\frac{(\eta+t)^j}{e^t+1}dt-\int_0^\eta\frac{(\eta-t)^j}{e^t+1}dt .
\tag{8}
\]

The integrals are cut at \(t=\eta/2\). Above the cut, \(e^{-t}=e^{-t/2}e^{-t/2}\le e^{-\eta/4}e^{-t/2}\) and similar bounds make them smaller than any inverse power of \(\eta\). The range below remains.

**Below the cut.** Let \(y=t/\eta\), so that \(0\le y\le\tfrac12\). The function \((1+y)^j-(1-y)^j\) is smooth on this interval and odd in \(y\). Taylor's theorem gives

\[
(1+y)^j-(1-y)^j=2\sum_{k=1}^{K}\binom{j}{2k-1}y^{2k-1}+r(y),\qquad |r(y)|\le C\,y^{2K+1},
\]

where \(C\) depends on \(j\) and \(K\) but not on \(\eta\), and

\[
\binom jm=\frac{j(j-1)\cdots(j-m+1)}{m!} .
\]

The bound has the power \(2K+1\), and not \(2K\), because the even term is absent. After multiplication by \(\eta^j/(e^t+1)\) and integration, the remainder contributes at most

\[
C\,\eta^{j-2K-1}\int_0^\infty\frac{t^{2K+1}}{e^t+1}dt=O(\eta^{\,j-1-2K}).
\]

In each retained term the upper limit \(\eta/2\) may be moved to infinity. The added piece is below \(\int_{\eta/2}^\infty t^{2k-1}e^{-t}dt\), which is exponentially small by the same splitting of \(e^{-t}\). The moments are then those of (10).

**The coefficient.** Dividing by \(\Gamma(j+1)\), the coefficient of \(\eta^{j+1-2k}\) for \(k\ge1\) is

\[
\frac{2}{\Gamma(j+1)}\binom{j}{2k-1}(2k-1)!\,D(2k)
=2D(2k)\,\frac{j(j-1)\cdots(j-2k+2)}{\Gamma(j+1)} .
\tag{15}
\]

Repeated use of \(\Gamma(z+1)=z\Gamma(z)\) gives \(\Gamma(j+1)=j(j-1)\cdots(j-2k+2)\,\Gamma(j+2-2k)\), so the fraction is \(1/\Gamma(j+2-2k)\). If a factor of the product is zero, the coefficient is zero, in agreement with the convention for \(1/\Gamma\). The term \(k=0\) is \(\eta^{j+1}/[(j+1)\Gamma(j+1)]=\eta^{j+1}/\Gamma(j+2)\). This proves (14).

For \(j=\tfrac12\) the first terms are

\[
F_{1/2}(\eta)\sim\frac{4\,\eta^{3/2}}{3\sqrt\pi}\left[1+\frac{\pi^2}{8\eta^2}+\frac{7\pi^4}{640\,\eta^4}+\dots\right].
\tag{16}
\]

The second coefficient is \(2D(2)\,\Gamma(\tfrac52)/\Gamma(\tfrac12)=(\pi^2/6)(3/4)\). The third is \(2D(4)\,\Gamma(\tfrac52)/\Gamma(-\tfrac32)=(7\pi^4/360)(9/16)\), with \(\Gamma(\tfrac52)=\tfrac34\sqrt\pi\) and \(\Gamma(-\tfrac32)=\tfrac43\sqrt\pi\).

### Termination requires integer order

The number \(D(2k)\) is never zero: for \(k\ge1\) its alternating, decreasing terms give \(D(2k)>1-2^{-2k}>0\). A coefficient (15) can vanish only through the product \(j(j-1)\cdots(j-2k+2)\).

If \(j\) is a non-negative integer, the product contains the factor \(j-j=0\) as soon as \(2k-2\ge j\). All later coefficients vanish, and the last surviving term has \(k=\lfloor(j+1)/2\rfloor\), as in (11). If \(j\) is not an integer, no factor is zero, and every coefficient is different from zero. Within \(j>-1\), the series therefore terminates if and only if \(j\) is an integer.

Could some other finite sum of powers do as well for a non-integer order? Suppose that a sum \(Q(\eta)\) of \(M\) powers differed from \(F_j(\eta)\) by less than every inverse power of \(\eta\). Take \(K\ge M\) in (14). The partial sum then has \(K+1>M\) distinct powers with nonzero coefficients, so at least one of them is missing from \(Q\). The difference between the partial sum and \(Q\) contains that power, whose exponent is at least \(j+1-2K\), and so it cannot be as small as \(O(\eta^{j-1-2K})\). But (14) and the assumption about \(Q\) together require it to be that small. This contradiction excludes such a \(Q\).

### A terminated series is not the whole function

For integer \(j\), let \(S_j(\eta)\) be the terminated series, that is, the right side of (11). Then

\[
F_j(\eta)=S_j(\eta)+(-1)^jF_j(-\eta).
\tag{17}
\]

Since \(F_j(-\eta)>0\), the terminated series never equals \(F_j(\eta)\) at finite \(\eta\). It is too large for odd \(j\) and too small for even \(j\), and for \(\eta>0\) the absolute error is less than \(e^{-\eta}\) by (7). No number of inverse powers can represent such an error, because \(e^{-\eta}\) vanishes faster than each of them.

Equation (17) is also a complete method of evaluation. For \(\eta>0\), compute the polynomial and add \((-1)^j\) times the series (6) taken at \(-\eta\), which converges rapidly once \(\eta\) exceeds a few units. For \(\eta<0\), use (6) directly. Close to \(\eta=0\) the terms fall off only about as \(n^{-(j+1)}\). For low orders this is slow. Order 0 has the closed form \(\ln(1+e^\eta)\), and for the other low orders quadrature or a library polylogarithm is then the better choice.

The physical content is visible in the derivation. For integer \(j\) the density of states \(x^j\) is a polynomial, and nothing in its form marks the band edge. The series behaves as if this polynomial continued below the edge, so in (9) it counts thermal vacancies in those absent states, and the term \((-1)^jF_j(-\eta)\) removes them again. For even \(j\) the continued density is positive, and the vacancies make the series too small. For odd \(j\) it is negative below the edge, and they make the series too large. These vacancies are exponentially rare because the states lie at least \(\mu\) below the chemical potential.

### Why the non-integer series diverges

From \(\Gamma(z+2)=(z+1)z\,\Gamma(z)\) with \(z=j-2k\), successive terms of (14) have the ratio

\[
\frac{T_{k+1}}{T_k}=\frac{D(2k+2)}{D(2k)}\,\frac{(2k-j-1)(2k-j)}{\eta^2}.
\tag{18}
\]

Two minus signs have cancelled in the product. Since \(D(2k)\to1\), the ratio grows like \(4k^2/\eta^2\). For non-integer \(j\) no term is zero, so at every finite \(\eta\) the terms eventually grow without limit and the series diverges. A larger \(\eta\) only delays the growth.

The cause lies in the step below the cut. The binomial series of \((1\pm t/\eta)^j\) converges for \(t<\eta\) and diverges for \(t>\eta\), because \(x^j\) with non-integer \(j\) is singular at the band edge, a distance \(\eta\) from the chemical potential. The moments nevertheless integrate each power over all \(t\). For integer \(j\) the binomial series is a finite sum, and the difficulty does not arise.

Equation (18) also gives the signs. Once \(2k>j+1\), the ratio is positive and all later terms have the same sign. For \(j=\tfrac12\) the ratio is positive already at \(k=0\), where it contains \((-\tfrac32)(-\tfrac12)\), so all terms are positive. The partial sums then rise steadily, and once they have passed the true value they can only move further from it.

### The size of the smallest term

Put \(s=2k-j-1\), so that \(j+2-2k=1-s\). The reflection formula of the gamma function, \(\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s\), gives \(1/\Gamma(1-s)=\Gamma(s)\sin(\pi s)/\pi\). Because \(s\) and \(-j\) differ by an integer, \(|\sin\pi s|=|\sin\pi j|\), and for \(s>0\)

\[
|T_k|=\frac{2D(2k)\,|\sin\pi j|}{\pi}\,\Gamma(s)\,\eta^{-s}.
\tag{19}
\]

For large \(\eta\) the ratio \(D(2k+2)/D(2k)\) may be set to one near the minimum. The next term is not smaller if \(s(s+1)\ge\eta^2\), and the previous one is not smaller if \((s-2)(s-1)\le\eta^2\). To leading order these conditions place \(s\) between \(\eta-\tfrac12\) and \(\eta+\tfrac32\), an interval of length two that matches the spacing of \(s\). The smallest term therefore has \(2k\) near \(\eta+j+\tfrac32\), to within about one.

With \(s=\eta+\delta\) and \(\delta\) bounded, Stirling's formula gives \(\Gamma(\eta+\delta)\approx\Gamma(\eta)\,\eta^\delta\) and \(\Gamma(\eta)\approx\sqrt{2\pi/\eta}\,(\eta/e)^\eta\). The powers of \(\eta\) cancel in (19), leaving

\[
|T|_{\min}\approx\frac{2|\sin\pi j|}{\pi}\sqrt{\frac{2\pi}{\eta}}\;e^{-\eta}.
\tag{20}
\]

This is the leading form for large \(\eta\). The factor \(|\sin\pi j|\) vanishes at integer order, consistent with termination. At \(\eta=10\) and \(j=\tfrac12\) the smallest term is \(2.281\times10^{-5}\), at \(k=6\), and (20) gives \(2.291\times10^{-5}\).

### Worked example: a cone and a parabolic band

The parameters are round model values: \(k_BT=0.001\) hartree (315.8 K) and \(\mu=0.005\) hartree, so \(\eta=5\). The cone has \(v=0.5\) and \(g=4\), and the parabolic band has \(m=0.5\), in atomic units.

**Cone, integer order.** The prefactor in (3) is

\[
\frac{4}{2\pi}\left(\frac{0.001}{0.5}\right)^2=2.546\times10^{-6}\ \text{bohr}^{-2}.
\]

The polynomial is \(25/2+\pi^2/6=14.14493\), and (13) gives

\[
n+p=2.5465\times10^{-6}\times14.145=3.602\times10^{-5}\ \text{bohr}^{-2},
\]

or \(1.286\times10^{12}\ \text{cm}^{-2}\). Direct integration of the occupations over wave number gives the same total.

If the polynomial is used for the electrons alone, it replaces \(F_1(5)=14.13821\) by \(14.14493\). The excess is \(F_1(-5)=0.00673\), as (17) requires, which is 0.05 % of \(F_1(5)\). In terms of carriers, the terminated series has counted the holes, \(p=1.713\times10^{-8}\ \text{bohr}^{-2}\), as electrons. Keeping only the zero-temperature term \(12.5\) would make \(n\) too small by 12 %.

**Parabolic band, order one half.** The prefactor in (2) is \(2(0.0005/2\pi)^{3/2}=1.420\times10^{-6}\ \text{bohr}^{-3}\), and quadrature gives \(F_{1/2}(5)=8.84421\). Hence

\[
n=1.420\times10^{-6}\times8.844=1.256\times10^{-5}\ \text{bohr}^{-3},
\]

or \(8.47\times10^{19}\ \text{cm}^{-3}\). The series (14) gives the following values, where the error is \(F_{1/2}(5)\) minus the partial sum.

| Last \(k\) | Term | Partial sum | Error |
|---|---|---|---|
| 0 | 8.41044 | 8.41044 | +0.43377 |
| 1 | 0.41504 | 8.82548 | +0.01873 |
| 2 | 0.01434 | 8.83982 | +0.00439 |
| 3 | 0.00522 | 8.84504 | −0.00083 |
| 4 | 0.00523 | 8.85027 | −0.00606 |
| 6 | 0.03303 | 8.89352 | −0.04931 |
| 8 | 1.07715 | 10.13024 | −1.28603 |

Relative to \(F_{1/2}(5)\), the error is 4.9 % with one term, 0.2 % with two and 0.05 % with three. The fourth term carries the sum past the true value and leaves the smallest error in the table, about 0.01 %. From there on every term increases the error, as the common sign of the terms requires. With the terms up to \(k=8\) the density is 15 % too large.

The terms \(k=3\) and \(k=4\) are almost equal. At \(k=3\), \(s=4.5\), and the second factor in (18) is \(4.5\times5.5/25=0.99\). The first factor, \(D(8)/D(6)\), exceeds \((1-2^{-8})/(1-2^{-6}+3^{-6})>1.0104\), because the partial sums of an alternating series with decreasing terms bound it from both sides. The product exceeds \(0.99\times1.0104>1\), so \(k=3\) is the smallest term. Its size is 0.00522, while (20) gives 0.00481, which is 8 % lower. At \(\eta=5\) the leading form is good enough for an estimate.

### Choosing a method

For integer order, use (17). For \(\eta>0\) the polynomial alone is sufficient when an absolute error below \(e^{-\eta}\) in \(F_j\) is acceptable.

For non-integer order, compare \(e^{-\eta}\) with the accuracy required of \(F_j\). The estimate (20) equals \(|\sin\pi j|\,(8/\pi\eta)^{1/2}e^{-\eta}\), so it lies below \(e^{-\eta}\) whenever \(\eta>8/\pi\approx2.55\), and in the degenerate range \(e^{-\eta}\) is the stricter measure. The smallest term alone is not a safe measure. Both \(F_j(\eta)\) and each partial sum of fixed length are continuous in \(j\), so as \(j\) approaches an integer the error of any partial sum long enough to contain the terminated series of that integer tends to \(\pm F_j(-\eta)\), of size \(e^{-\eta}\), by (17), while (20) tends to zero. If \(e^{-\eta}\) is not well below the required accuracy, the integral or the polylogarithm (5) should be evaluated numerically. If it is well below, sum the terms up to the smallest one near \(2k\approx\eta+j+\tfrac32\) and stop there. The first terms need not decrease: by (18), \(T_1/T_0=(\pi^2/6)\,j(j+1)/\eta^2\), which is 1.04 for \(j=\tfrac72\) at \(\eta=5\), so an early rise is not the signal to stop. This rule is an estimate, not a proven bound.

The first omitted term serves as an estimate of the error, but it is not a bound. In the table the error after \(k=1\) is 0.01873, while the next term is 0.01434. What (14) does guarantee, for non-integer order and a fixed number of terms, is that the ratio of the error to the first omitted term tends to one as \(\eta\to\infty\). In tests with \(j=-\tfrac12,\tfrac3{10},\tfrac12,\tfrac32\) and \(K=0\) to \(3\), this ratio was within 10 % of one at \(\eta=40\). The remaining values for the example are in the numerical output below.

## Values computed for the example and the checks

```
thermal energy kT = 0.0010 hartree
temperature = 315.78 K
chemical potential mu = 0.0050 hartree
reduced chemical potential eta = 5.0 (dimensionless)
cone velocity v = 0.50 a.u., degeneracy g = 4
parabolic band mass m = 0.50 electron masses
largest reflection error, j = 0..5: 1.1e-19 (dimensionless)
F_1(eta) = 14.13820744 (dimensionless)
F_1(-eta) = 0.00672663 (dimensionless)
F_1(eta) + F_1(-eta) = 14.14493407 (dimensionless)
eta^2/2 + pi^2/6 = 14.14493407 (dimensionless)
cone density prefactor = 2.546479e-06 bohr^-2
cone electron density n = 3.600265e-05 bohr^-2
cone hole density p = 1.712922e-08 bohr^-2
cone total n+p, momentum integrals = 3.601978e-05 bohr^-2
cone total n+p, closed form = 3.601978e-05 bohr^-2
cone total n+p, converted = 1.2863e+12 cm^-2
F_1/2(eta) = 8.84420890 (dimensionless)
band density prefactor = 1.419761e-06 bohr^-3
band electron density = 1.255666e-05 bohr^-3
band electron density, converted = 8.4737e+19 cm^-3
Sommerfeld series of F_1/2(eta), all dimensionless; error = F_1/2 - partial sum
k =  0  term = 8.410442  partial sum = 8.410442  error = +0.433767
k =  1  term = 0.415039  partial sum = 8.825480  error = +0.018728
k =  2  term = 0.014337  partial sum = 8.839817  error = +0.004392
k =  3  term = 0.005222  partial sum = 8.845039  error = -0.000830
k =  4  term = 0.005226  partial sum = 8.850265  error = -0.006056
k =  5  term = 0.010219  partial sum = 8.860484  error = -0.016275
k =  6  term = 0.033031  partial sum = 8.893516  error = -0.049307
k =  7  term = 0.159570  partial sum = 9.053086  error = -0.208877
k =  8  term = 1.077149  partial sum = 10.130236  error = -1.286027
k =  9  term = 9.683684  partial sum = 19.813920  error = -10.969711
k = 10  term = 111.846874  partial sum = 131.660794  error = -122.816585
smallest term at eta: k = 3, size = 0.005222 (dimensionless)
estimate of smallest term at eta = 0.004809 (dimensionless)
smallest term at eta = 10: k = 6, size = 2.2809e-05 (dimensionless)
estimate at eta = 10: 2.2910e-05 (dimensionless)
```
